# Transmission of a single-mode chain with one side-coupled defect orbital

## Problem

A narrow channel carries electrons in one transverse mode. Represent it by an infinite chain of orthonormal orbitals $|n\rangle$ with period $a$, site energy $\varepsilon_0$ and nearest-neighbour hopping $-t$, where $t>0$. A defect orbital $|d\rangle$ of bare energy $\varepsilon_d$ sits beside the chain and is coupled to site 0 only:

$$H=\varepsilon_0\sum_n|n\rangle\langle n|-t\sum_n\big(|n\rangle\langle n+1|+|n+1\rangle\langle n|\big)+\varepsilon_d|d\rangle\langle d|+V|0\rangle\langle d|+V^*|d\rangle\langle 0| ,$$

with $V\neq0$. "Bare" means the energy that the orbital has when $V=0$. Consider one electron, without interaction or energy loss, arriving from the left with energy $E$ inside the band.

(a) Derive the two equations that join the defect to the incoming, reflected and transmitted waves.

(b) Let $\varepsilon_d$ lie inside the band. Find the transmission probability at $E=\varepsilon_d$ without dividing by $E-\varepsilon_d$, and describe the state.

(c) Find $T(E)$ at every energy in the band, all its zeros, and the width of the feature near $\varepsilon_d$.

(d) Evaluate the result for a ribbon with effective mass $0.5$ electron masses, $a=0.32$ nm, and $\varepsilon_d$ lying $0.100$ eV above the band bottom, with $V=0.100$ eV. Find the conductance at 4 K and 300 K with the chemical potential at $\varepsilon_d$.

## Hints

1. Write the Schrödinger equation as one equation per orbital. Away from site 0 plane waves solve it.
2. The equations at sites $-1$ and $1$ contain $\psi_0$. What does this say about the two wave forms at site 0?
3. For (b), read the defect's own equation before eliminating anything.
4. For (c), the combination $w=2t\sin k$ gathers all that the chain contributes. Relate it to the group velocity.
5. For (d), near the level $T$ is a parabola in energy, and the thermal average of a parabola is known in closed form.

## Solution

### (a) The matching equations

Write the state as $\sum_n\psi_n|n\rangle+d\,|d\rangle$. Projecting $H\psi=E\psi$ on each orbital gives

$$(E-\varepsilon_0)\psi_n=-t(\psi_{n+1}+\psi_{n-1})+\delta_{n0}Vd,\qquad (E-\varepsilon_d)d=V^*\psi_0. \tag{1}$$

For $n\neq0$ the wave $e^{ikn}$, with $k$ the phase per site, is a solution if

$$E-\varepsilon_0=-t(e^{ik}+e^{-ik})=-2t\cos k .$$

The band is therefore $\varepsilon_0-2t<E<\varepsilon_0+2t$. The group velocity is $v=(a/\hbar)\,dE/dk=(a/\hbar)\,2t\sin k$, so

$$w\equiv2t\sin k=\frac{\hbar v}{a}$$

is positive for a wave moving right, $0<k<\pi$.

For an incident wave of unit amplitude, take $\psi_n=e^{ikn}+re^{-ikn}$ on the left and $\psi_n=\tau e^{ikn}$ on the right. The equation at $n=-1$ is that of the perfect chain and contains $\psi_0$, so the left form must hold up to and including $n=0$. By the same argument at $n=1$, the right form holds there too. The two expressions for $\psi_0$ give

$$1+r=\tau=\psi_0. \tag{2}$$

Now take the equation at site 0. Its neighbours are $\psi_1=\tau e^{ik}$ and, with $r=\tau-1$, $\psi_{-1}=e^{-ik}+(\tau-1)e^{ik}$. Their sum is

$$\psi_1+\psi_{-1}=2\tau e^{ik}-(e^{ik}-e^{-ik})=2\tau e^{ik}-2i\sin k .$$

Inserting this and $E-\varepsilon_0=-2t\cos k$ into (1) gives

$$-2t\tau\cos k=-2t\tau e^{ik}+2it\sin k+Vd .$$

Move the term in $e^{ik}$ to the left. Since $e^{ik}-\cos k=i\sin k$, the left side becomes $2it\tau\sin k=iw\tau$, and

$$iw(\tau-1)=Vd. \tag{3}$$

Equation (3) says that the defect acts as a source, whose wave is added to the incident one.

### (b) At the bare energy

Set $E=\varepsilon_d$ in the defect equation of (1). The left side is zero, so $V^*\psi_0=0$. Because $V\neq0$, $\psi_0=0$. Equations (2) and (3) then give in turn

$$\tau=0,\qquad r=-1,\qquad d=-\frac{iw}{V}. \tag{4}$$

The transmission probability $T=|\tau|^2$ is zero. The velocity is the same on both sides, so no further factor enters $T$.

The orbital is not empty in this state. On the left there is a standing wave, $e^{ikn}-e^{-ikn}=2i\sin kn$, with a node at site 0. The node is required because any amplitude on site 0 would drive the orbital at its own frequency, and a steady state would then be impossible. The orbital's amplitude adjusts until the wave it emits to the right cancels the incident wave. Its weight relative to that of the incident wave on one site is $|d|^2=w^2/|V|^2$, which grows as the coupling weakens.

The value of $V$ has dropped out of $T(\varepsilon_d)$, but $V=0$ is a different case: the chain is then perfect and $T=1$. The passage between the two is resolved by the width found next.

### (c) All energies in the band

For $E\neq\varepsilon_d$, the defect equation gives $d=V^*\tau/(E-\varepsilon_d)$. Insert this in (3) and multiply by $E-\varepsilon_d$:

$$iw(E-\varepsilon_d)(\tau-1)=|V|^2\tau .$$

Collect the terms in $\tau$:

$$\tau\,[\,iw(E-\varepsilon_d)-|V|^2\,]=iw(E-\varepsilon_d).$$

Dividing both sides by $i$ turns $-|V|^2$ into $+i|V|^2$, so

$$\tau=\frac{w(E-\varepsilon_d)}{w(E-\varepsilon_d)+i|V|^2},\qquad
T(E)=\frac{w^2(E-\varepsilon_d)^2}{w^2(E-\varepsilon_d)^2+|V|^4}. \tag{5}$$

At $E=\varepsilon_d$ this agrees with (4). From $r=\tau-1$,

$$r=\frac{-i|V|^2}{w(E-\varepsilon_d)+i|V|^2},$$

and hence $|r|^2+|\tau|^2=1$, as current conservation requires.

Inside the band $w>0$, so the numerator of $T$ vanishes at $E=\varepsilon_d$ and nowhere else. If $\varepsilon_d$ lies outside the band there is no interior zero. At the band edges $w\to0$ and $T\to0$ as well, but there the cause is the vanishing velocity.

The elimination also gives a second picture. Putting $Vd=|V|^2\psi_0/(E-\varepsilon_d)$ into the equation for site 0 shows that the defect acts as an extra site energy $|V|^2/(E-\varepsilon_d)$. It is attractive below the level, repulsive above it, and diverges at the level, where it cuts the chain.

Half transmission occurs where $|E-\varepsilon_d|\,w(E)=|V|^2$. For weak coupling this has two roots on the flanks of the dip and one more close to each band edge, where $w$ is small; the width refers to the first pair. If $w$ changes little across the dip, the half width and full width are

$$h=\frac{|V|^2}{w(\varepsilon_d)},\qquad 2h=\frac{2|V|^2}{w(\varepsilon_d)}. \tag{6}$$

As $V\to0$ the dip narrows to nothing while its minimum stays at zero. At any fixed energy other than $\varepsilon_d$, $T$ tends to 1. This reconciles the zero for every $V\neq0$ with the perfect chain at $V=0$.

### (d) The ribbon

Measure energy from the band bottom, $x=E-\varepsilon_0+2t$. For small $k$, $x=2t(1-\cos k)\approx tk^2$. Matching this to $\hbar^2(k/a)^2/2m$ gives $t=\hbar^2/(2ma^2)=0.744$ eV, so the band is $4t=2.976$ eV wide. From $w^2=4t^2-(E-\varepsilon_0)^2$ and $E-\varepsilon_0=x-2t$,

$$w=\sqrt{x(4t-x)}=\sqrt{0.100\times2.876}\ \text{eV}=0.5363\ \text{eV}.$$

The half width is $h=0.0100/0.5363$ eV $=18.6$ meV, and the weight on the defect is $(0.536/0.100)^2\approx29$ times that of the incident wave on one site. Equation (5) gives:

| $E-\varepsilon_d$ (meV) | $T$ |
|---|---|
| $-50$ | 0.785 |
| $-20$ | 0.481 |
| $-5$ | 0.064 |
| $0$ | 0 |
| $+5$ | 0.070 |
| $+20$ | 0.578 |
| $+50$ | 0.914 |

The dip is lopsided because $w$ rises with energy in the lower half of the band. Solving $T=1/2$ numerically puts the half-transmission points of the dip 20.9 meV below and 17.3 meV above the level. Their separation, 38.2 meV, is close to the estimate $2h=37.3$ meV.

The zero belongs to a single energy, so a wave packet, which contains a range of energies, is partly transmitted. A Gaussian packet centred at $\varepsilon_d$ with a position spread of 40 sites has a spread of $1/80$ in $k$, or $w/80=6.7$ meV in energy. Evolving it numerically on a long finite chain gives a transmitted probability of 0.097, and averaging (5) over the packet's distribution in $k$ gives the same value.

For the conductance, let $\Theta$ be the temperature and $f$ the Fermi function. With two spin directions and a small bias,

$$G=\frac{2e^2}{h_{\rm P}}\int T(E)\left(-\frac{\partial f}{\partial E}\right)dE,\qquad \frac{2e^2}{h_{\rm P}}=77.5\ \mu\text{S},$$

where $h_{\rm P}$ is Planck's constant. For $k_B\Theta\ll h$, equation (5) reduces to $T\approx(E-\varepsilon_d)^2/h^2$ where the thermal weight is large. The mean of $(E-\varepsilon_d)^2$ with weight $-\partial f/\partial E$ is $\pi^2(k_B\Theta)^2/3$, so

$$\langle T\rangle\approx\frac{\pi^2}{3}\left(\frac{k_B\Theta}{h}\right)^2. \tag{7}$$

At 4 K, $k_B\Theta=0.345$ meV and (7) gives $3.29\,(0.345/18.6)^2\approx1.1\times10^{-3}$. Numerical integration of the full expression agrees, and $G=0.087\ \mu$S.

At 300 K, $k_B\Theta=25.9$ meV exceeds $h$ and (7) no longer applies. Numerical integration gives $\langle T\rangle=0.56$ and $G=43\ \mu$S. Without the defect, at the same chemical potential, $G=76\ \mu$S; this is slightly below 77.5 because part of the thermal weight lies below the band bottom. The defect thus removes a little under half of the conductance at room temperature, though $T(\varepsilon_d)$ is still zero. Bias has a similar effect: at zero temperature, the mean of $T$ over a 50 meV window centred on the level is 0.30.

### How far this describes a real ribbon

The mass and period are rough typical values for monolayer transition-metal dichalcogenides, while the level and coupling are chosen. One open mode at this energy requires a very narrow ribbon, 3 nm in Variation 2. Ribbons of these materials often carry edge states at such widths, which the chain lacks and which can add conduction paths. The 3 eV band is an artefact of the one-orbital chain, so only energies near its bottom are meaningful; there a parabolic band would give a $w$ larger by 1.7 %. The conductances in (d) belong to the single-mode chain. In the two-mode model of Variation 2 a closed subband moves the zero away from $\varepsilon_d$; with the chemical potential still at $\varepsilon_d$, the 4 K conductance is then about 29 $\mu$S instead of 0.087 $\mu$S, and further closed subbands can raise it more. Three other omissions also matter.

- **Charging.** Two electrons on the orbital repel. A point-charge estimate with relative permittivity 4 and distance 1 nm gives 0.36 eV, about ten times the full width of the dip. A second electron therefore meets a level displaced by an energy of this order. Equation (5) describes one carrier entering an otherwise empty channel. The conductances above are not in that situation: with the chemical potential at $\varepsilon_d$ the non-interacting orbital already holds about one electron, 0.54 per spin, so repulsion moves the zero off the chemical potential. A spin-restricted mean-field estimate gives about 26 $\mu$S at zero temperature for a repulsion of only 0.04 eV, and about 67 $\mu$S for 0.36 eV. Mean field is crude at the larger value, but the near-zero 4 K conductance is a one-electron illustration and should not be expected with the chemical potential at the bare level.
- **Valleys.** Suppose two equal open modes couple to the orbital with strengths $V_1$ and $V_2$. The orbital sees only the combination $V_1^*\psi^{(1)}_0+V_2^*\psi^{(2)}_0$. That combination is blocked at $\varepsilon_d$, while the orthogonal one passes freely. The summed transmission is then 1 out of 2, instead of 0.
- **Dephasing.** Let electrons leave the orbital at rate $\gamma/\hbar$ and return to it with random phase. For the coherent part, replace $\varepsilon_d$ by $\varepsilon_d-i\gamma/2$. At $E=\varepsilon_d$, (5) gives $\tau=s$ with $s=\gamma/(\gamma+2h)$. The fraction that loses its phase is $1-s^2-(1-s)^2=2s(1-s)$. By mirror symmetry half of it leaves to the right, so the total transmission is $s^2+s(1-s)=s$. For an assumed $\gamma=2$ meV, $s=2/(2+37.3)=0.051$.

## Variation 1: a second contact site

*The orbital also couples to site 1, with strength $V'$; both couplings are real and nonzero. Where is the zero?*

The defect equation is now $(E-\varepsilon_d)d=V\psi_0+V'\psi_1$. For $E\neq\varepsilon_d$, solve it for $d$ and insert the result in the equation for site 0. The terms that contain $\psi_1$ become

$$\left(-t+\frac{VV'}{E-\varepsilon_d}\right)\psi_1 ,$$

and the same factor multiplies $\psi_0$ in the equation for site 1. This effective hopping is the one link left between the two halves of the chain. It vanishes at

$$E=\varepsilon_d+\frac{VV'}{t},$$

and so does the transmission, provided this energy lies in the band.

The bare energy is no longer a zero. Suppose that $\tau=0$ at $E=\varepsilon_d$. Then $\psi_n=0$ for $n\geq1$, and the defect equation gives $\psi_0=0$. The equation at site 1, $0=-t\psi_0+V'd$, then gives $d=0$, and the equation at site 0 gives $\psi_{-1}=0$. With $\psi_0=\psi_{-1}=0$ the whole left side vanishes, in contradiction to the incident wave.

With $V'=0.020$ eV and the other values unchanged, the shift is $0.100\times0.020/0.744$ eV $=2.7$ meV. The zero survives a second contact, but it sits at the bare energy only when one of the two couplings is absent.

## Variation 2: a closed second subband

*The ribbon has a second subband whose bottom lies $\Delta$ above the first. It couples to the orbital with strength $V_2$ at site 0, and $E$ lies below its bottom. Where is the zero?*

Give the second mode amplitudes $\chi_n$, site energy $\varepsilon_0+\Delta$ and the same hopping. Below its band the bounded solution is $\chi_n=\chi_0e^{-\kappa|n|}$, with $E-\varepsilon_0-\Delta=-2t\cosh\kappa$. Its equation at site 0 is

$$-2t\cosh\kappa\,\chi_0=-2te^{-\kappa}\chi_0+V_2d .$$

Since $\cosh\kappa-e^{-\kappa}=\sinh\kappa$, this gives $\chi_0=-V_2d/(2t\sinh\kappa)$. The defect equation, $(E-\varepsilon_d)d=V^*\psi_0+V_2^*\chi_0$, becomes

$$\left(E-\varepsilon_d+\frac{|V_2|^2}{2t\sinh\kappa}\right)d=V^*\psi_0 .$$

The argument of part (b) now applies to the bracket. The node, and with it the zero, occurs at

$$E=\varepsilon_d-\frac{|V_2|^2}{2t\sinh\kappa(E)} .$$

This solution must lie above the first band bottom; if $V_2$ is too strong, none does and the open band contains no zero. The closed mode carries no current, so it moves the zero without filling it. The shift is downward because the orbital is repelled by states above it.

For a ribbon 3 nm wide with hard walls, the transverse energies are $n^2\pi^2\hbar^2/(2mW^2)$, where $W$ is the width. The first two differ by $\Delta=0.251$ eV, so one mode is open at the level. With $y$ the distance of $E$ below the second bottom, $2t\sinh\kappa=\sqrt{y(4t+y)}$. Taking $V_2=V$, the numerical root is 0.0861 eV above the first band bottom. There $y=0.165$ eV, the square root is 0.719 eV, and the shift is $-0.0100/0.719$ eV $=-13.9$ meV.

This is three quarters of the half width $h$. A zero seen in such a ribbon would mark the level as shifted by the closed mode, and its position could not be read as the bare energy without correcting for that shift. Further closed subbands, left out here, push the zero the same way, except those with a node at the defect, which add nothing. Together they are not a small correction. For hard walls and a defect one third of the way across, where the first two modes couple with equal strength, the shift grows to about $-21$ meV with five modes and $-29$ meV with twenty. A ribbon this narrow has only eight or nine rows of period $a$, so twenty modes overcount. A square-lattice ribbon with hopping $t$, the defect on the third row and the same coupling $V$ to the lowest mode keeps the zero and shifts it by about $-27$ meV with eight rows and $-39$ meV with nine. Even these figures rest on the chain's artificial band. With parabolic subbands $2t\sinh\kappa$ is replaced by $2\sqrt{ty}$, which grows only as the mode number $n$. The terms then fall as $1/n$, and their sum has no limit unless something cuts it off, such as the finite size of the defect or the finite number of atomic rows across the ribbon. The value $-13.9$ meV therefore illustrates the two-mode model and is not a prediction for a ribbon.

Numbers in the example were calculated in double precision.
